\section*{Mutual Depolarization and the Potential Step of a Square Dipole Layer}

\section*{Problem}

Polar groups at a dielectric surface shift the electron levels on one side relative to the other. Consider an infinite square lattice of identical dipoles in vacuum, with areal density $N$ and spacing $a=N^{-1/2}$. Each dipole is a point, stands along the outward normal $z$, and has a permanent moment $p_0=0.50$ D. It also has a polarizability volume $\alpha=3.0\ \text{\AA}^3$, so that a normal field $E$ induces the moment $4\pi\varepsilon_0\alpha E$. The values of $p_0$ and $\alpha$ are held fixed when $N$ changes.

\begin{enumerate}
\item[(a)] Find the potential step across the layer when every dipole has total moment $p$.
\item[(b)] Find the field of the neighbours at one dipole, and from it the self-consistent $p$. Evaluate the lattice sum that appears.
\item[(c)] Compute the step at $N_1=10^{14}$ and $N_2=10^{15}\ \text{cm}^{-2}$. By what factor does it grow, and by what factor would it grow without induced moments?
\item[(d)] Discuss the dilute and dense limits. Does the step grow with $N$ throughout the range?
\item[(e)] Let the dipoles be end groups on a low-permittivity film that faces an air gap. Estimate how film polarization, disorder, finite dipole length and thermal tilt change the factor found in (c).
\end{enumerate}

\section*{Solution}

\subsection*{(a) From moment to potential step}

Put the layer at $z=0$. One dipole gives the potential
\begin{equation}
\phi_1=\frac{p\,z}{4\pi\varepsilon_0(\rho^2+z^2)^{3/2}},
\end{equation}
where $\rho$ is the lateral distance. The potential of the lattice, averaged over a unit cell, equals $N$ times the integral of $\phi_1$ over the plane, because the cells together cover the plane once:
\begin{align}
\bar\phi(z)&=\frac{Np\,z}{4\pi\varepsilon_0}\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+z^2)^{3/2}}
=\frac{Np\,z}{2\varepsilon_0}\left[-\frac{1}{\sqrt{\rho^2+z^2}}\right]_0^\infty\\
&=\frac{Np}{2\varepsilon_0}\,\frac{z}{|z|}.
\end{align}
The step, defined as the potential above minus that below, is therefore
\begin{equation}
\Delta V=\frac{Np}{\varepsilon_0}.
\label{step}
\end{equation}
The averaged potential is constant on each side, so the averaged field outside the layer is zero.

The rest of the potential varies laterally with the reciprocal-lattice vectors $\mathbf G\neq0$. Laplace's equation makes each such component decay as $e^{-G|z|}$, and the smallest $G$ is $2\pi/a$. At heights well above $a/2\pi$ only the step is left.

An outward moment makes $\Delta V$ positive. An electron then has a potential energy outside that is lower by $e\Delta V$ relative to the inside.

\subsection*{(b) Neighbour field and self-consistent moment}

The normal field of one dipole in its own plane, at distance $r$, is
\begin{equation}
E_1=-\left.\frac{\partial\phi_1}{\partial z}\right|_{z=0}=-\frac{p}{4\pi\varepsilon_0r^3}.
\end{equation}
It points against the dipole. The lateral components vanish in this plane. With $r=a\sqrt{i^2+j^2}$ and $a^{-3}=N^{3/2}$, all neighbours together give
\begin{equation}
E=-\frac{C\,p\,N^{3/2}}{4\pi\varepsilon_0},\qquad
C=\sum_{(i,j)\ne(0,0)}\frac{1}{(i^2+j^2)^{3/2}}.
\label{field}
\end{equation}

To evaluate $C$, add the terms with $|i|,|j|\le M$ and replace the others by an integral. Each lattice point is the centre of a unit cell, so the integral covers the outside of a square of half-side $L=M+\tfrac12$. By symmetry it is eight times the part with $0<\theta<\pi/4$:
\begin{equation}
8\int_0^{\pi/4}\!d\theta\int_{L/\cos\theta}^{\infty}\frac{r\,dr}{r^3}
=\frac8L\int_0^{\pi/4}\cos\theta\,d\theta=\frac{4\sqrt2}{L}.
\end{equation}
The integral of a smooth function $f$ over a unit cell is $f+\tfrac1{24}\nabla^2f$ to leading order, with $f$ taken at the centre. In two dimensions $\nabla^2r^{-3}=9r^{-5}$. The integral thus exceeds the outer sum by about
\begin{align}
\frac{9}{24}\int_{\text{outside}}\frac{d^2r}{r^5}
&=\frac38\cdot\frac{8}{3L^3}\int_0^{\pi/4}\cos^3\theta\,d\theta
=\frac1{L^3}\left[\sin\theta-\frac{\sin^3\theta}{3}\right]_0^{\pi/4}\\
&=\frac{5}{6\sqrt2\,L^3}=\frac{0.5893}{L^3}.
\end{align}
For $M=2$ the block contains
\begin{equation}
4+\frac{4}{2^{3/2}}+\frac{4}{2^3}+\frac{8}{5^{3/2}}+\frac{4}{8^{3/2}}=6.8065 .
\end{equation}
Adding $4\sqrt2/2.5=2.2627$ gives 9.0693, and subtracting $0.5893/2.5^3=0.0377$ gives 9.032. The same steps for $M=10$ give $8.4954+0.5387-0.0005=9.0336$. We use $C=9.0336$.

All sites are equivalent, so all moments are equal, and each is the permanent moment plus the induced one:
\begin{equation}
p=p_0+4\pi\varepsilon_0\alpha E=p_0-C\alpha N^{3/2}p .
\end{equation}
Collecting the terms in $p$ and using (\ref{step}) gives
\begin{equation}
p=\frac{p_0}{1+x},\qquad x=C\alpha N^{3/2},\qquad
\Delta V=\frac{Np_0}{\varepsilon_0(1+x)} .
\label{main}
\end{equation}
The induced moment opposes the permanent one. This weakens the field that each dipole exerts on the others, which is why the reduction is $1/(1+x)$ and not $1-x$.

\subsection*{(c) The two densities}

Since $1\ \text{cm}^{-2}=10^{-16}\ \text{\AA}^{-2}$, the densities are $0.01$ and $0.1\ \text{\AA}^{-2}$. Then
\begin{align}
x_1&=9.0336\times3.0\times0.001000=0.0271,\\
x_2&=9.0336\times3.0\times0.031623=0.8570.
\end{align}
With $p_0=0.50$ D, the step without induced moments, $Np_0/\varepsilon_0$, is 0.1884 V at $N_1$ and 1.884 V at $N_2$. Division by $1+x$ gives the actual steps:
\begin{center}
\begin{tabular}{lcc}
 & $10^{14}\ \text{cm}^{-2}$ & $10^{15}\ \text{cm}^{-2}$\\
\hline
Spacing (nm) & 1.000 & 0.316\\
Moment $p$ (D) & 0.487 & 0.269\\
Opposing field $|E|$ (MV/cm) & 1.32 & 23.1\\
$\Delta V$ (V) & 0.183 & 1.014
\end{tabular}
\end{center}
The growth factor is
\begin{equation}
\frac{\Delta V_2}{\Delta V_1}=\frac{N_2}{N_1}\,\frac{1+x_1}{1+x_2}
=10\times\frac{1.0271}{1.8570}=5.53 .
\end{equation}
The permanent moment cancels. With $\alpha=0$ both $x$ vanish and the factor is 10, so in this model the whole shortfall comes from mutual depolarization in the dense layer. The slight depolarization of the dilute layer works the other way: without it the factor would be $10/1.8570=5.39$.

The equality of the moments can be dropped as an assumption. The coupled linear equations for open patches of $21\times21$ and $41\times41$ dipoles were solved numerically, and the central moment was extrapolated linearly in the inverse half-side of the patch. This gives $p/p_0=0.9736$ and $0.5386$ at the two densities, against $0.9736$ and $0.5385$ from (\ref{main}).

The factor depends on the chosen polarizability. Because $x$ is proportional to $\alpha$,
\begin{equation}
\frac{d\ln(\Delta V_2/\Delta V_1)}{d\ln\alpha}=\frac{x_1}{1+x_1}-\frac{x_2}{1+x_2}
=0.026-0.461=-0.435 .
\end{equation}
A polarizability larger by 10\% lowers the factor by about 4\%.

\subsection*{(d) Limits and the maximum}

For $x\ll1$ the step is proportional to $N$, and a tenfold density gives a tenfold step. For $x\gg1$ equation (\ref{main}) becomes
\begin{equation}
\Delta V\to\frac{p_0}{\varepsilon_0C\alpha N^{1/2}},
\end{equation}
which falls with density. Between the limits, $dx/dN=3x/(2N)$ gives
\begin{equation}
\frac{d\ln\Delta V}{d\ln N}=1-\frac{3x}{2(1+x)}=\frac{2-x}{2(1+x)} .
\label{slope}
\end{equation}
The slope is zero at $x=2$, where
\begin{equation}
N_{\max}=\left(\frac{2}{C\alpha}\right)^{2/3}=1.76\times10^{15}\ \text{cm}^{-2}.
\end{equation}
This lies above $N_2$, so the step rises throughout the range. At $N_2$, however, the logarithmic slope is only $1.143/3.714=0.31$: one per cent more dipoles adds about 0.3 per cent to the step. The falling branch should be read with caution, since at such spacings real groups overlap and are no longer polarizable points. Groups as wide as methyl, about 0.40 nm, touch already near $6\times10^{14}\ \text{cm}^{-2}$. For them the step at $N_2$, and with it the factor in (c), is a result of the point-dipole model and not a prediction for a real surface.

The limit $x\gg1$ is also only formal within the model. Let the moments deviate from the common value by $\delta(-1)^{i+j}$. The sites with $i+j$ even form a square lattice of spacing $\sqrt2\,a$ and contribute $C/2^{3/2}$ to the lattice sum; the odd sites contribute the rest, with opposite sign. The alternating sum is therefore $2C/2^{3/2}-C=-(1-1/\sqrt2)\,C$. Its negative sign means that the field of the deviations reinforces them, and it induces a deviation $(1-1/\sqrt2)\,x\,\delta$. This exceeds $\delta$ when $x>2+\sqrt2\approx3.41$. Beyond that point the state of equal moments is unstable, and linear response no longer describes the layer. The maximum at $x=2$ and both densities in (c) lie below this threshold, which holds for groups that polarize only along $z$. If the same $\alpha$ also acts laterally, another pattern becomes unstable first: in-plane moments that point head to tail along each row and reverse from one row to the next. Numerical summation puts its threshold at $x\approx1.77$, just before the maximum of the step. Both densities in (c) are still below it.

\subsection*{(e) End groups on a film}

\paragraph{Film polarization.} Take a film of relative permittivity $k=2.7$ with a sharp surface a distance $d=0.15$ nm below the dipoles. For a charge $q$ at height $d$, try an image $-\beta q$ at depth $d$ for the potential above the surface, and a charge $\tau q$ at the original place for the potential inside the film. Continuity of the potential requires $1-\beta=\tau$. Continuity of the normal displacement requires $1+\beta=k\tau$. Hence
\begin{equation}
\tau=\frac{2}{k+1},\qquad \beta=\frac{k-1}{k+1}=0.4595 .
\end{equation}
For an upright dipole, reflection exchanges the order of its two charges and the factor $-\beta$ changes their signs. The image is therefore an upright dipole $\beta p$.

The averaged potential is now $(1+\beta)Np/2\varepsilon_0$ above and $-\tau Np/2\varepsilon_0$ inside the film. Because $\tau=1-\beta$, the difference is still $Np/\varepsilon_0$. The film changes $p$ alone. The images lie at vertical distance $h=2d$ and add the field
\begin{equation}
\frac{\beta p}{4\pi\varepsilon_0}T,\qquad
T=\sum_{i,j}\left(\frac{3h^2}{r^5}-\frac1{r^3}\right),\qquad r^2=a^2(i^2+j^2)+h^2,
\end{equation}
where $i=j=0$ is now included. The moment becomes $p_0/(1+x-g)$ with $g=\alpha\beta T$. Numerical summation gives $g=0.0921$ for the dilute layer and $0.0200$ for the dense one. A dipole's own image alone would give $2\alpha\beta/h^3=0.102$. In the dense layer the images of the neighbours cancel most of this. The factor becomes
\begin{equation}
10\times\frac{1.0271-0.0921}{1.8570-0.0200}=5.09 .
\end{equation}

This value is sensitive to the assumed height, because the own-image term varies as $d^{-3}$: the factor is 4.12 for $d=0.10$ nm and 5.35 for $d=0.20$ nm. At such distances a sharp dielectric boundary is itself only a rough picture.

\paragraph{Disorder.} Suppose that the dilute groups occupy at random one tenth of the sites of the dense lattice. Some pairs are then only 0.316 nm apart. The average coupling is one tenth of that in the full layer, which suggests $p/p_0\approx1/(1+0.0857)=0.921$. Solving the linear equations for 200 random fillings of a periodic $30\times30$ cell gives a mean of 0.924. The factor rises to $10\times0.5385/0.924=5.83$.

\paragraph{Dipole length.} Replace each source dipole by charges $\pm q$ a distance $\ell=0.1$ nm apart, with $p=q\ell$. At the centre of a neighbour, each charge contributes a normal field $-q(\ell/2)/[4\pi\varepsilon_0(r^2+\ell^2/4)^{3/2}]$. Together they replace $1/r^3$ by $(r^2+\ell^2/4)^{-3/2}$, which weakens the coupling. Summing numerically gives a factor of 5.58. If the polarizing field is taken at the end of the neighbour instead of its centre, the factor is 5.73.

\paragraph{Thermal tilt.} The neighbours' field favours reversal of a dipole. For a tilt angle $\theta$, take the energy
\begin{equation}
U=\tfrac12\kappa\theta^2+p_0|E|\cos\theta ,
\end{equation}
with a rough bending stiffness $\kappa=3\ \text{eV/rad}^2$ and $|E|$ fixed at its value for the upright layer. In the dense layer $p_0|E|=24$ meV, while $k_{\mathrm B}T=33$ meV at 378 K. Numerical integration with the weight $\sin\theta\,e^{-U/k_{\mathrm B}T}$ gives $\langle\cos\theta\rangle=0.989$ at both densities, so the factor stays at 5.53. This holds for stiff bonding only: a soft mode with $\kappa=0.1\ \text{eV/rad}^2$ gives averages of 0.733 and 0.687 and a factor of 5.18. With $\kappa=0$ in the same fixed dense-layer field, the average would be $-0.24$; if the field is instead scaled with the mean normal moment, the average is zero. The upright order must therefore be held by bonding.

\paragraph{Comparison with real surfaces.} The moment and polarizability are illustrative values, not fitted to a particular film. The upper density is high for an oxide surface: fully hydroxylated silica carries roughly $5\times10^{14}$ hydroxyl groups per square centimetre. Real layers are disordered and lie on a polarizable solid. Taken one at a time, random filling of lattice sites in the dilute layer and polarization of the film move the factor to 5.8 and 5.1. These values are estimates for the stated geometries, not bounds. Applied together, the two effects give about 5.4. The first shift depends on how closely the dilute groups may approach: for freely placed groups the factor is 5.87, 5.70 and 5.57 for minimum distances of 0.2, 0.316 and 0.6 nm. Disorder in the dense layer is not included. Crowding may also change $p_0$ and $\alpha$ through bonding and overlap of electron clouds, and the response may become nonlinear; none of this is included.

The opposing field of 23 MV/cm exceeds a rough breakdown strength of 5 MV/cm for a low-permittivity film, but it is a microscopic field at a dipole site and does not extend through the film. In the vacuum model, the field 1 nm from the layer, on the axis of a dipole, is 0.05 MV/cm for the dilute layer and about $10^{-6}$ MV/cm for the dense one. The denser lattice has the larger $G$, and its lateral variations die out sooner.
